# Density-operator idempotency and McWeeny purification with an ultrasoft overlap operator: test program

```python
"""Density operator and purification with an ultrasoft overlap operator.

Result under test, for H psi = eps S psi and K = sum f |psi><psi|:
  Tr(K S) = N;  K S K = K for occupations 0 or 1;
  F(K) = 3 K S K - 2 K S K S K restores idempotency in the S metric.
H: Hamiltonian, S: overlap operator, mu: chemical potential in the gap.
Model: 1D crystal, one spin channel, plane waves, Hartree atomic units.
"""
import numpy as np
from scipy.linalg import eigh, inv
from scipy.special import expit

cell = 8.0
centres = (-2.0, 2.0)
depths = (2.0, 1.5)
well_width = 0.7
proj_width = 0.5
q_aug = np.array([0.4, -0.2, 0.4, -0.2])
d_nonlocal = np.array([-0.3, 0.1, -0.3, 0.1])
n_max, n_k, n_filled = 12, 8, 2
integers = np.arange(-n_max, n_max + 1)
k_points = 2 * np.pi / cell * (np.arange(n_k) - n_k // 2) / n_k
i_gamma = n_k // 2


def build(k):
    """Hamiltonian and overlap matrices in normalized plane waves."""
    wave = k + 2 * np.pi * integers / cell
    diff = wave[:, None] - wave[None, :]
    ham = np.diag(wave**2 / 2).astype(complex)
    columns = []
    for centre, depth in zip(centres, depths):
        ham += (-depth * well_width * np.sqrt(2 * np.pi) / cell
                * np.exp(-(diff * well_width)**2 / 2 - 1j * diff * centre))
        even = ((np.pi * proj_width**2)**-0.25 * np.sqrt(2 * np.pi)
                * proj_width / np.sqrt(cell)
                * np.exp(-(wave * proj_width)**2 / 2 - 1j * wave * centre))
        columns += [even, -1j * np.sqrt(2) * wave * proj_width * even]
    beta = np.array(columns).T
    ham += (beta * d_nonlocal) @ beta.conj().T
    over = np.eye(len(wave)) + (beta * q_aug) @ beta.conj().T
    return ham, over


def purify(K, S):
    KSK = K @ S @ K
    return 3 * KSK - 2 * KSK @ S @ K


def trace(A):
    return np.trace(A).real


def defect(K, S):
    """Squared idempotency error in the S metric."""
    X = (K @ S @ K - K) @ S
    return trace(X @ X)


def s_eigenvalues(K, S):
    """Eigenvalues of K S, from a Hermitian generalized problem."""
    A = S @ K @ S
    return eigh((A + A.conj().T) / 2, S, eigvals_only=True)


systems = [build(k) for k in k_points]
solutions = [eigh(H, S) for H, S in systems]
bands = np.array([sol[0] for sol in solutions])
top = bands[:, n_filled - 1].max()
bottom = bands[:, n_filled].min()
gap, mu = bottom - top, (bottom + top) / 2
s_min = min(eigh(S, eigvals_only=True)[0] for H, S in systems)
assert gap > 0.1 and s_min > 0

# Ground-state K from the resolvent: no orbitals or normalization enter.
left = bands.min() - gap / 2
mid, radius = (left + mu) / 2, (mu - left) / 2
n_contour = 240
phases = np.exp(2j * np.pi * (np.arange(n_contour) + 0.5) / n_contour)
ground = []
for H, S in systems:
    K = sum(radius * p * inv((mid + radius * p) * S - H) for p in phases)
    ground.append(K / n_contour)
for K, (H, S), (eps, psi) in zip(ground, systems, solutions):
    filled = psi[:, :n_filled]
    assert np.allclose(K, filled @ filled.conj().T, atol=1e-9)
    assert np.allclose(K @ S @ K, K, atol=1e-9)
    assert abs(trace(K @ S) - n_filled) < 1e-9
    assert np.allclose(H @ K @ S, S @ K @ H, atol=1e-8)

# Charge by real-space quadrature: soft density and augmentation part.
soft = augmentation = 0.0
n_grid = 128
x_cell = np.arange(n_grid) * cell / n_grid
step = 0.05
offset = np.arange(-160, 161) * step
even_x = (np.pi * proj_width**2)**-0.25 * np.exp(-(offset / proj_width)**2 / 2)
odd_x = np.sqrt(2) * offset / proj_width * even_x
for k, K in zip(k_points, ground):
    wave = k + 2 * np.pi * integers / cell
    E = np.exp(1j * np.outer(x_cell, wave)) / np.sqrt(cell)
    density = np.einsum('xi,ij,xj->x', E, K, E.conj()).real
    soft += density.sum() * cell / n_grid / n_k
    rows = []
    for centre in centres:
        E = np.exp(1j * np.outer(offset + centre, wave)) / np.sqrt(cell)
        rows += [step * even_x @ E, step * odd_x @ E]
    P = np.array(rows)
    augmentation += q_aug @ np.diag(P @ K @ P.conj().T).real / n_k
assert abs(soft + augmentation - n_filled) < 1e-9

# The S factors are needed: plain powers damage the ground-state K.
naive = [3 * K @ K - 2 * K @ K @ K for K in ground]
naive_number = np.mean([trace(K @ S) for K, (H, S) in zip(naive, systems)])
plain_error = max(np.linalg.norm(K @ K - K) for K in ground)
s_error = max(np.linalg.norm(K @ S @ K - K)
              for K, (H, S) in zip(ground, systems))
assert plain_error > 1e-3 and abs(naive_number - n_filled) > 1e-3


def thermal_K(H, S, level, kT):
    values, vectors = eigh(S)
    root = (vectors / np.sqrt(values)) @ vectors.conj().T
    energies, states = eigh(root @ H @ root)
    states = root @ states
    return (states * expit((level - energies) / kT)) @ states.conj().T


# Thermal idempotency loss equals kT times dN/dmu.
thermal = []
for kT in (0.1, 0.05):
    loss = np.mean([trace((K - K @ S @ K) @ S) for K, S in
                    [(thermal_K(H, S, mu, kT), S) for H, S in systems]])
    h = 1e-4
    number = [np.mean([trace(thermal_K(H, S, mu + s * h, kT) @ S)
                       for H, S in systems]) for s in (-1, 1)]
    response = kT * (number[1] - number[0]) / (2 * h)
    assert abs(loss / response - 1) < 1e-4
    thermal.append((kT, loss, response))

# Cubic with p(0)=0, p(1)=1 and zero slopes at both points.
conditions = np.array([[1, 0, 0, 0], [1, 1, 1, 1], [0, 1, 0, 0], [0, 1, 2, 3]])
cubic = np.linalg.solve(conditions, [0, 1, 0, 0])

# Random Hermitian operators at k = 0 test the general identities.
H, S = systems[i_gamma]
K_gamma = ground[i_gamma]
eps, psi = solutions[i_gamma]
rng = np.random.default_rng(7)


def random_hermitian(size):
    A = rng.normal(size=S.shape) + 1j * rng.normal(size=S.shape)
    A = A + A.conj().T
    return A * size / np.abs(s_eigenvalues(A, S)).max()


general, D = random_hermitian(1.0), random_hermitian(0.1)
f = s_eigenvalues(general, S)
mapped = np.sort(np.polynomial.polynomial.polyval(f, cubic))
assert np.allclose(s_eigenvalues(purify(general, S), S), mapped, atol=1e-10)
drift = trace((purify(general, S) - general) @ S)
assert abs(drift + np.sum(f * (1 - f) * (1 - 2 * f))) < 1e-9
h = 1e-5
slope = (defect(general + h * D, S) - defect(general - h * D, S)) / (2 * h)
gradient = 2 * S @ (general - purify(general, S)) @ S
slope_formula = trace(gradient @ D)
assert abs(slope - slope_formula) < 1e-7 * max(1, abs(slope))
h = 1e-4
linear = (purify(K_gamma + h * D, S) - purify(K_gamma - h * D, S)) / (2 * h)
formula = K_gamma @ S @ D + D @ S @ K_gamma - 2 * K_gamma @ S @ D @ S @ K_gamma
assert np.allclose(linear, formula, atol=1e-7)

# Both sides of the edge of the convergence interval.
edge = (1 + np.sqrt(3)) / 2
edge_results = []
for first in (1.36, 1.37):
    occupations = np.zeros(len(eps))
    occupations[:4] = [first, 0.51, 0.49, -0.36]
    K = (psi * occupations) @ psi.conj().T
    for _ in range(40):
        K = purify(K, S)
    assert defect(K, S) < 1e-18
    edge_results.append((first, trace(K @ S)))
assert abs(edge_results[0][1] - n_filled) < 1e-9
assert abs(edge_results[1][1] - (n_filled - 1)) < 1e-9

# A contaminated K becomes idempotent, but not the ground state.
trial = K_gamma + D
trial_before = (trace(trial @ S), np.sqrt(defect(trial, S)))
for _ in range(10):
    trial = purify(trial, S)
trial_after = (trace(trial @ S), np.sqrt(abs(defect(trial, S))))
excess = trace((trial - K_gamma) @ H)
commutator = np.linalg.norm(H @ trial @ S - S @ trial @ H)
assert trial_after[1] < 1e-10 and abs(trial_after[0] - n_filled) < 1e-9
assert excess > 1e-5 and commutator > 1e-3

# Purification from a linear function of H, without occupied orbitals.
scale = 0.5 / max(bands.max() - mu, mu - bands.min())
current = []
for H, S in systems:
    S_inv = inv(S)
    current.append(0.5 * S_inv + scale * (mu * S_inv - S_inv @ H @ S_inv))
history = []
for iteration in range(27):
    number = np.mean([trace(K @ S) for K, (H, S) in zip(current, systems)])
    error = np.sqrt(max(abs(defect(K, S))
                        for K, (H, S) in zip(current, systems)))
    distance = max(np.linalg.norm(K - K0) for K, K0 in zip(current, ground))
    history.append((iteration, number, error, distance))
    current = [purify(K, S) for K, (H, S) in zip(current, systems)]
assert history[-1][3] < 1e-9 and abs(history[-1][1] - n_filled) < 1e-9

print(f"cell length {cell} bohr; well centres {centres} bohr")
print(f"well depths {depths} Ha; well width {well_width} bohr")
print(f"projector width {proj_width} bohr")
print(f"q (even, odd) {q_aug[:2]}; D (even, odd) {d_nonlocal[:2]} Ha")
print(f"plane waves {len(integers)}; k-points {n_k}; filled bands {n_filled}")
print(f"smallest eigenvalue of S: {s_min:.5f}")
print(f"top of filled bands: {top:.5f} Ha")
print(f"bottom of empty bands: {bottom:.5f} Ha")
print(f"gap: {gap:.5f} Ha; mu: {mu:.5f} Ha")
print(f"soft charge Tr K: {soft:.6f} electrons per cell")
print(f"augmentation charge: {augmentation:.6f} electrons per cell")
print(f"total charge: {soft + augmentation:.6f} electrons per cell")
print(f"largest norm of KSK-K: {s_error:.1e}; of KK-K: {plain_error:.5f}")
print(f"Tr(KS) after one step without S: {naive_number:.6f}")
for kT, loss, response in thermal:
    print(f"kT {kT} Ha: Tr[(K-KSK)S] {loss:.6e}, kT dN/dmu {response:.6e}")
print("cubic coefficients, powers 0 to 3:", np.round(cubic, 10) + 0.0)
print(f"slope of Omega: difference {slope:.8f}, formula {slope_formula:.8f}")
print(f"upper edge of convergence interval: {edge:.6f}")
for first, number in edge_results:
    print(f"first occupation {first}: final Tr(KS) {number:.6f}")
print(f"trial at k=0 before: Tr(KS) {trial_before[0]:.6f}, "
      f"sqrt(Omega) {trial_before[1]:.6f}")
print(f"trial after 10 steps: Tr(KS) {trial_after[0]:.6f}, "
      f"sqrt(Omega) {trial_after[1]:.1e}")
print(f"trial energy above ground state: {excess:.6f} Ha")
print(f"trial norm of HKS-SKH: {commutator:.6f} Ha")
print(f"lambda in linear start: {scale:.6f} 1/Ha")
print("step, mean Tr(KS), largest sqrt(Omega), largest distance to K")
for iteration, number, error, distance in history[::2]:
    print(f"{iteration:2d} {number:11.6f} {error:10.2e} {distance:10.2e}")
print("checks complete")
```

Printed output:

```
cell length 8.0 bohr; well centres (-2.0, 2.0) bohr
well depths (2.0, 1.5) Ha; well width 0.7 bohr
projector width 0.5 bohr
q (even, odd) [ 0.4 -0.2]; D (even, odd) [-0.3  0.1] Ha
plane waves 25; k-points 8; filled bands 2
smallest eigenvalue of S: 0.80000
top of filled bands: -0.79628 Ha
bottom of empty bands: -0.08122 Ha
gap: 0.71506 Ha; mu: -0.43875 Ha
soft charge Tr K: 1.502794 electrons per cell
augmentation charge: 0.497206 electrons per cell
total charge: 2.000000 electrons per cell
largest norm of KSK-K: 6.4e-16; of KK-K: 0.26508
Tr(KS) after one step without S: 2.249708
kT 0.1 Ha: Tr[(K-KSK)S] 4.521093e-02, kT dN/dmu 4.521094e-02
kT 0.05 Ha: Tr[(K-KSK)S] 1.103676e-03, kT dN/dmu 1.103677e-03
cubic coefficients, powers 0 to 3: [ 0.  0.  3. -2.]
slope of Omega: difference 0.20211911, formula 0.20211911
upper edge of convergence interval: 1.366025
first occupation 1.36: final Tr(KS) 2.000000
first occupation 1.37: final Tr(KS) 1.000000
trial at k=0 before: Tr(KS) 2.004768, sqrt(Omega) 0.242632
trial after 10 steps: Tr(KS) 2.000000, sqrt(Omega) 1.8e-16
trial energy above ground state: 0.112592 Ha
trial norm of HKS-SKH: 2.860673 Ha
lambda in linear start: 0.010444 1/Ha
step, mean Tr(KS), largest sqrt(Omega), largest distance to K
 0    8.380906   1.06e+00   1.83e+00
 2    6.072060   8.90e-01   1.51e+00
 4    4.205572   7.33e-01   1.22e+00
 6    2.957909   6.03e-01   9.51e-01
 8    2.241345   4.87e-01   6.95e-01
10    1.955670   3.40e-01   4.18e-01
12    1.963662   1.43e-01   1.50e-01
14    1.998151   5.24e-03   4.90e-03
16    2.000000   7.25e-09   6.75e-09
18    2.000000   3.90e-16   1.50e-14
20    2.000000   3.45e-16   1.50e-14
22    2.000000   4.30e-16   1.51e-14
24    2.000000   2.99e-16   1.49e-14
26    2.000000   2.95e-16   1.49e-14
checks complete
```
